# Reichman's photocurrent: finite hole transfer and the flat-band plateau

Gärtner's photocurrent formula for an illuminated n-type electrode does not switch off when the bands are flattened. With no depletion layer left to pull holes outward, it still gives a current close to its value at strong reverse bias whenever light is absorbed well within a hole diffusion length. The fault lies in a boundary condition that turns the surface into a perfect sink for holes. A finite rate of hole transfer to the electrolyte removes the plateau when that rate is slow compared with diffusion back into the crystal. It does not make every flat-band photocurrent vanish, since diffusion alone can carry holes to a reactive surface.

Let the semiconductor fill $x>0$ and the electrolyte $x<0$. Light enters through the electrolyte; $I_0$ is the photon flux inside the crystal at $x=0$, $\alpha$ the absorption coefficient, and each absorbed photon makes one electron–hole pair. Holes leaving for the electrolyte carry positive, anodic current. The upward band bending is $\phi\ge0$, with dark equilibrium value $\phi_{\rm eq}$, and $V_t=k_BT/q$. The donor density is $N$ and the permittivity $\varepsilon$. The depletion approximation gives a space-charge layer $0<x<W$ with

$$W=\sqrt{\frac{2\varepsilon\phi}{qN}} .$$

Beyond it the crystal is neutral and much thicker than both the hole diffusion length $L$ and $1/\alpha$. Holes remain a small minority there, so their lifetime $\tau$ and diffusivity $D$ are constants, with $L^2=D\tau$. For now nothing recombines inside the layer or at the surface.

In the neutral region the steady hole density $p(x)$ obeys

$$D\frac{d^2p}{dx^2}-\frac{p-p_0}{\tau}+\alpha I_0e^{-\alpha x}=0,$$

where $p_0$ is the dark bulk density. Leave the value $p(W)=p_W$ open. A trial term $Ce^{-\alpha x}$ requires $C(D\alpha^2-D/L^2)=-\alpha I_0$, so for $\alpha L\ne1$

$$C=\frac{\alpha I_0L^2}{D(1-\alpha^2L^2)} .$$

Adding the homogeneous solution that decays into the crystal, and fixing its amplitude at $x=W$, gives

$$p-p_0=\left(p_W-p_0-Ce^{-\alpha W}\right)e^{-(x-W)/L}+Ce^{-\alpha x}.$$

The diffusion flux in the $+x$ direction is $-D\,dp/dx$, so the flux toward the surface is $+D\,dp/dx$. At $x=W$ it is

$$F_W=-\frac DL(p_W-p_0)+\frac DL\,C(1-\alpha L)e^{-\alpha W}.$$

Since $1-\alpha^2L^2=(1-\alpha L)(1+\alpha L)$, the factor $1-\alpha L$ cancels. With $v_d=D/L$,

$$F_W=I_0\frac{\alpha L}{1+\alpha L}e^{-\alpha W}-v_d(p_W-p_0).$$

At $\alpha L=1$ the trial term coincides with a homogeneous solution and must be replaced by $B(x-W)e^{-x/L}$. Substitution gives $-2DB/L=-\alpha I_0$, hence $B=I_0/(2D)$. Its contribution to the flux at $W$ is $DBe^{-W/L}=\tfrac12I_0e^{-\alpha W}$, in agreement with the formula.

The layer adds the holes generated within it, $I_0(1-e^{-\alpha W})$ per unit area and time. Adding this to $F_W$ and using

$$1-e^{-\alpha W}+\frac{\alpha L}{1+\alpha L}e^{-\alpha W}=1-\frac{e^{-\alpha W}}{1+\alpha L}$$

gives the hole current density

$$J=qI_0\left[1-\frac{e^{-\alpha W}}{1+\alpha L}\right]-J_0\left(\frac{p_W}{p_0}-1\right),\qquad J_0=qv_dp_0. \tag{1}$$

Gärtner's choice is $p_W=0$, which leaves

$$J_G=J_0+qI_0\left[1-\frac{e^{-\alpha W}}{1+\alpha L}\right]. \tag{2}$$

At flat band, $W=0$, the part due to light is $qI_0\alpha L/(1+\alpha L)$. But the layer edge is then the surface itself, so $p_W=0$ means that no holes are present where they are supposed to react. A reaction whose rate is proportional to the surface hole density could sustain this current only with an infinite rate coefficient.

The missing relation is the interfacial rate law. Let $p_s=p(0)$, and let $k$ be the hole transfer velocity, which contains the concentration of the reduced species in the electrolyte. For a one-hole reaction with its reverse, at fixed electrolyte concentrations and fixed band edges at the surface,

$$J=qk(p_s-p_{s0})=J_{v0}\left(\frac{p_s}{p_{s0}}-1\right),\qquad J_{v0}=qkp_{s0}. \tag{3}$$

The term with $p_{s0}$ is hole injection from the oxidized species. Its size follows from the requirement that $J=0$ at dark equilibrium, where the surface density is $p_{s0}=p_0e^{\phi_{\rm eq}/V_t}$.

To connect $p_s$ with $p_W$, write the local bending as $V_tu(x)$, with $u(W)=0$ and $u(0)=\phi/V_t$. Diffusion and drift together give a flux toward the surface

$$F=D\left(\frac{dp}{dx}-p\frac{du}{dx}\right)=De^u\frac{d}{dx}\left(pe^{-u}\right). \tag{4}$$

If the layer conducts holes so easily that $pe^{-u}$ hardly changes across it, the hole quasi-Fermi level is flat and

$$p_s=p_We^{\phi/V_t}. \tag{5}$$

Divide (5) by the equilibrium relation for $p_{s0}$ and set $\eta=\phi-\phi_{\rm eq}$. Then $p_W/p_0=(p_s/p_{s0})e^{-\eta/V_t}$. The rate law gives $p_s/p_{s0}=1+J/J_{v0}$, while (1) and (2) give $J=J_G-J_0p_W/p_0$. Therefore

$$J=J_G-J_0\left(1+\frac{J}{J_{v0}}\right)e^{-\eta/V_t}.$$

Collecting the terms in $J$ yields Reichman's expression for the hole current without recombination in the layer:

$$J=\frac{J_G-J_0e^{-\eta/V_t}}{1+(J_0/J_{v0})e^{-\eta/V_t}}. \tag{6}$$

In the dark $J_G=J_0$, so the current vanishes at $\eta=0$. For large positive $\eta$ it saturates at $J_0$, the supply of holes thermally generated in the neutral region. Generation inside the layer, left out here, can be far larger: for the silicon electrode below, with midgap centres in the layer, it makes the dark current at 0.60 V about 200 times $J_0$. For large negative $\eta$ it approaches $-J_{v0}$, the injection rate of the electrolyte, if $k\ll v_d$; for faster transfer the limit $\phi=0$ is reached first.

The denominator becomes clearer when the equilibrium densities are inserted:

$$\frac{J_0}{J_{v0}}e^{-\eta/V_t}=\frac{v_dp_0}{kp_0e^{\phi_{\rm eq}/V_t}}e^{-(\phi-\phi_{\rm eq})/V_t}=\frac{v_d}{k}e^{-\phi/V_t}.$$

It is the same in light and dark. Subtracting the two currents at fixed $\phi$ cancels the injection term and leaves

$$J_{\rm ph}=\frac{qI_0\left[1-e^{-\alpha W}/(1+\alpha L)\right]}{1+(v_d/k)e^{-\phi/V_t}}. \tag{7}$$

The holes counted in Gärtner's photocurrent have two exits. They react at the rate $kp_s=kp_We^{\phi/V_t}$, or diffuse back and recombine in the bulk at the rate $v_dp_W$. The factor by which (7) multiplies Gärtner's current is the first rate divided by the sum of the two. Band bending favours reaction because it concentrates holes at the surface.

At flat band,

$$J_{\rm ph}(0)=qI_0\frac{\alpha L}{1+\alpha L}\,\frac{k}{k+v_d}. \tag{8}$$

For $k\ll v_d$ the plateau is suppressed by about $k/v_d$. For $k\gg v_d$ Gärtner's value returns, now as the legitimate diffusion-limited current of a very reactive surface. At strong bending, $e^{\phi/V_t}\gg v_d/k$, his result also returns, which is why his condition serves well under reverse bias. When $k<v_d$, half of Gärtner's current at the same bending is reached at

$$\phi_{1/2}=V_t\ln\frac{v_d}{k}. \tag{9}$$

A tenfold smaller $k$ moves this point by $V_t\ln10$, about 60 mV at room temperature.

The flat quasi-Fermi level can be tested against the flux equation. Let $\delta p$ be the light-minus-dark hole density and $F_s=J_{\rm ph}/q$. Without recombination in the layer, the flux at depth $x$ is $F_s$ less the generation between the surface and $x$: $F(x)=F_s-I_0(1-e^{-\alpha x})$. Dividing (4) by $De^u$ and integrating from $0$ to $W$ gives

$$\delta p_W=\frac{F_s}{k}e^{-\phi/V_t}+F_sR-I_0M,$$

$$R=\int_0^W\frac{e^{-u}}D\,dx,\qquad M=\int_0^W(1-e^{-\alpha x})\frac{e^{-u}}D\,dx,$$

because $\delta p_s=F_s/k$. Let $G$ be $I_0$ times the bracket in (7). The neutral-region result reads $F_s=G-v_d\delta p_W$, and eliminating $\delta p_W$ gives

$$\frac{J_{\rm ph}}q=\frac{G+v_dI_0M}{1+(v_d/k)e^{-\phi/V_t}+v_dR}. \tag{10}$$

In the depletion approximation $u=(W-x)^2/(2L_D^2)$, with $L_D=\sqrt{\varepsilon V_t/(qN)}$. Extending the Gaussian integral to infinity bounds the new term in the denominator: $v_dR\le\sqrt{\pi/2}\,L_D/L$. The new term in the numerator is no larger relative to $G$, because $1-e^{-\alpha x}\le1-e^{-\alpha W}\le G/I_0$ in the layer, so $v_dI_0M\le v_dRG$. Equation (7) therefore holds when $L_D\ll L$.

Consider a passivated n-type silicon photoanode at 300 K in a dilute one-electron redox electrolyte under deep-red light. Rough inputs are relative permittivity 11.7, $N=10^{16}$ cm$^{-3}$, $D=12$ cm$^2$/s, $L=100$ µm and $\alpha=1000$ cm$^{-1}$. Then $\tau=8.33$ µs, $v_d=1200$ cm/s and $\alpha L=10$. Take $I_0=10^{16}$ cm$^{-2}$s$^{-1}$, so $qI_0=1.602$ mA/cm$^2$, and $k=50$ cm/s, so $v_d/k=24$. At flat band Gärtner's photocurrent is $1.602\times10/11=1.457$ mA/cm$^2$; finite transfer divides it by $1+24$ and leaves 0.058 mA/cm$^2$. With $V_t=25.85$ mV, equation (9) gives $\phi_{1/2}=25.85\ln24=82$ mV. At 0.10 V the denominator is $1+24e^{-100/25.85}=1.50$, and the current is $1.458/1.50=0.97$ mA/cm$^2$. The photocurrents, in mA/cm$^2$, are:

| $\phi$ (V) | $W$ (nm) | Gärtner | Equation (7) |
|---|---|---|---|
| 0.00 | 0 | 1.457 | 0.058 |
| 0.05 | 80 | 1.458 | 0.326 |
| 0.10 | 114 | 1.458 | 0.971 |
| 0.20 | 161 | 1.459 | 1.444 |
| 0.50 | 254 | 1.460 | 1.460 |

Gärtner's current changes by only about 0.3% over this range, because $W$ is far smaller than $L$ and $1/\alpha$. Nearly all of the rise in the last column comes from the competition between transfer and back-diffusion. The inaccuracy of the depletion approximation at small bending hardly matters here for the same reason. A finite-volume solution of the hole drift-diffusion equation, which does not assume (5), gives 1.443 instead of 1.444 mA/cm$^2$ at 0.20 V. The difference is consistent with the small ratio $\sqrt{\pi/2}\,L_D/L=5\times10^{-4}$, for which $L_D=41$ nm.

The total hole current at flat band differs from the photocurrent. With a rough intrinsic density of $10^{10}$ cm$^{-3}$, $p_0=10^4$ cm$^{-3}$; choosing $\phi_{\rm eq}=0.50$ V gives $p_{s0}=2.5\times10^{12}$ cm$^{-3}$ and $J_{v0}=0.0201$ mA/cm$^2$. The dark hole current is then very nearly $-J_{v0}\times24/25=-0.019$ mA/cm$^2$. Adding the photocurrent of 0.058 gives a total of 0.039 mA/cm$^2$.

Recombination, especially at the surface, can spoil the example. To size it, take midgap centres with equal electron and hole parameters, and let $p+n$ far exceed the intrinsic density. The loss rate in the layer is $pn/[\tau(p+n)]$ and at the surface $Sp_sn_s/(p_s+n_s)$, where $n=Ne^{-u}$, $n_s=n(0)$ and $S$ is the surface recombination velocity. With (5) retained and the dark hole densities and hole injection dropped, which changes the photocurrents quoted below by less than 3%, $p_W$ follows numerically from

$$G=v_dp_W+\int_0^W\frac{pn}{\tau(p+n)}dx+\frac{Sp_sn_s}{p_s+n_s}+kp_s.$$

At 0.10 V, recombination in the layer alone lowers the current from 0.971 to 0.969 mA/cm$^2$. Adding a good surface, $S=10$ cm/s, gives 0.891; a poor one, $S=1000$ cm/s, gives 0.070. For the poor surface the current recovers to 0.780 at 0.20 V and 1.444 at 0.30 V, as bending removes the electrons needed for recombination. Its half-collection point therefore lies just below 0.20 V instead of at 82 mV. A late photocurrent onset is thus not, by itself, a measurement of $k$.

Recombination in the layer can also limit how small $k$ may be taken. Its rate cannot exceed $p/\tau$ per unit volume. At the surface $u$ falls with slope $W/L_D^2=\sqrt{2\phi/V_t}/L_D$, and $p$ is nearly proportional to $e^u$. For bending of several $V_t$, the holes therefore occupy roughly a thickness $w_s=L_D/\sqrt{2\phi/V_t}$ near the surface, so the loss is at most about $p_sw_s/\tau$. Provided (5) holds, which requires $L_D\ll L$, it is negligible beside $kp_s$ when $k\gg w_s/\tau=v_dw_s/L$. Strong flat-band suppression and negligible layer loss can therefore coexist when $v_dw_s/L\ll k\ll v_d$, a wide interval only if $L$ greatly exceeds $w_s$.

A short diffusion length also weakens (5). Keep the permittivity, temperature and photon flux, but take $L=20$ nm, $D=0.01$ cm$^2$/s, $\alpha=10^5$ cm$^{-1}$, $N=10^{17}$ cm$^{-3}$ and $k=500$ cm/s. Now $v_d=5000$ cm/s and $L_D=12.9$ nm. At 0.30 V equation (7) gives 0.886 mA/cm$^2$, while (10), with its integrals evaluated numerically, gives 0.779. The simple formula is 14% too high relative to (10), even with layer recombination still switched off. That recombination could not be neglected in such a material. Here $v_dw_s/L$ is about 670 cm/s, larger than $k$, so the loss is not guaranteed to be small; solving the drift-diffusion equation with the same kind of midgap centres in the layer lowers the current to about 0.34 mA/cm$^2$. Faster transfer does not cure this: with $k$ ten times $v_dw_s/L$ the layer still removes about 30% of the current, because holes also recombine in transit through a layer wider than $L$. With $L_D$ comparable to $L$ these figures also depend on the depletion approximation; a Poisson–Boltzmann potential moves 0.779 to about 0.81 and 0.34 to about 0.33.

For the silicon electrode the other assumptions fare unevenly. The photogenerated surface hole density is below 0.1% of $N$ at flat band and about 2% at 0.50 V. With an assumed Helmholtz capacitance of 10 µF/cm$^2$, the depletion charge shifts the surface band edges by about 4 mV between these points. The electron current is more serious. If electrons also transfer with velocity $k$, it is $-qkN(e^{-\phi/V_t}-e^{-\phi_{\rm eq}/V_t})$, or $-80$ mA/cm$^2$ at flat band and still $-1.7$ mA/cm$^2$ at 0.10 V, more than the photocurrent there, but $-0.035$ mA/cm$^2$ at 0.20 V. A 5 mM redox species with diffusivity $10^{-5}$ cm$^2$/s crossing a 10 µm stagnant film can carry only 4.8 mA/cm$^2$. Near flat band the electrolyte concentrations would then no longer be fixed, and subtracting the dark current would isolate (7) only if light left the electron current unchanged. At 0.20 V the photocurrent itself would lower the surface concentration of a reduced species with this transport limit by about 30%, but with nearly all holes already collected, the current would fall by less than 1%.

If the rate is first order in the reduced species, a higher concentration of that species raises $k$ in proportion and weakens the flat-band suppression. Silicon in water also grows an oxide under anodic bias, which changes $k$ and the potential drop at the surface, so the example is meant for an electrolyte in which the passivated surface survives. Photoetching, where removing one atom takes several charge-transfer steps, may need a rate law that is not linear in $p_s$. Equation (1) still describes the supply of holes in that case, but (3), and with it the closed form (6), must be replaced.

Numbers in the example were calculated in double precision.
